# Electromigration in good metals: electron wind against the electrostatic force

## Directions and signs

In a metal line carrying a steady current, the anode is the end joined to the positive terminal of the supply and the cathode the end joined to the negative one. The field $E$ inside the metal points from anode to cathode, and this is the positive $z$ direction. With $e>0$, an electron has charge $-e$, so electrons drift toward the anode.

Electromigration is the transport of atoms caused by the current. The mean force on a migrating atom along $z$ is written

$$F=Z^*eE,\qquad Z^*=Z_d+Z_w .$$

A positive effective valence $Z^*$ means a push toward the cathode, a negative one a push toward the anode. The direct valence $Z_d$ describes the pull of the applied field on the ion. The wind valence $Z_w$ describes the momentum that the drifting electrons deliver to the atom.

## The belief and its appeal

The belief is that atoms migrate because the field pulls on charged ions. A metal consists of positive ions in a sea of electrons, and a field $E$ exerts a force $ZeE$ on a charge $Ze$. The same reasoning works for ions in an electrolyte, and it gives a force proportional to the current, because $E=\rho j$ with $\rho$ the resistivity and $j$ the current density.

It also makes a definite prediction: positive ions move to the cathode. For a free-electron metal of low resistivity, the calculation below gives the opposite direction if the migrating atom scatters electrons strongly enough.

The direct force is real, though its size is a subtle matter, since the electrons around the ion rearrange in the field and may screen part of it. I do not settle that question. I take $Z_d$ to lie between 0 and the ion valence, and use the upper end as the hardest case for the wind.

## The push of one electron wave

The model has independent electrons with a spherical Fermi surface, and an atom that scatters them elastically through a spherically symmetric potential. Let an electron wave of wavenumber $k$, speed $v$ and unit density travel along some axis. Far from the atom the scattered wave has amplitude $A(\theta)$, so electrons leave into the solid angle $d\Omega$ at the rate $v|A|^2d\Omega$.

Particles are conserved, so the incident beam loses electrons at the total rate $v\int|A|^2d\Omega$. Each lost electron carried forward momentum $\hbar k$, and after deflection by $\theta$ it carries $\hbar k\cos\theta$. Sideways components cancel around the axis. The difference stays with the atom:

$$F_1=\hbar k\,v\,\sigma_{tr},\qquad \sigma_{tr}=\int|A(\theta)|^2(1-\cos\theta)\,d\Omega .$$

The transport cross-section $\sigma_{tr}$ gives no weight to forward scattering and double weight to reversal.

There is a second way to find this force. The potential energy $V(\mathbf r-\mathbf R)$ depends on the atom's position $\mathbf R$, so the force on the atom is $-\partial V/\partial\mathbf R=+\nabla_{\mathbf r}V$, averaged over the electron density. In a stationary state the electron momentum inside a large sphere is constant, so the net momentum flowing in must equal the momentum given to the atom. The two forces are therefore the same. The wind is itself electric in origin: the scattered electrons are spread unevenly around the atom, and their net electric force on it is the wind. If the potential rises or falls steadily with distance, an attractive atom is pulled by extra electrons on its downstream side, and a repulsive one is pushed by extra electrons on its upstream side. Here each electron counts in proportion to the force it exerts along the axis, so those where the potential is steep matter most. What fails is the picture of a bare ion in the average field.

To compare the two numerically, $\sigma_{tr}$ is needed in partial waves. Let $L$ be the angular momentum and $\delta_L$ its phase shift. Far away, a plane wave has the component

$$\frac{2L+1}{2ikr}\left[e^{ikr}-(-1)^Le^{-ikr}\right]P_L(\cos\theta).$$

Elastic scattering multiplies the outgoing part by $e^{2i\delta_L}$. The added outgoing wave is the scattered wave, so

$$A=\frac1k\sum_L(2L+1)\,a_LP_L,\qquad a_L=\frac{e^{2i\delta_L}-1}{2i}=e^{i\delta_L}\sin\delta_L .$$

Two angular integrals are required:

$$\int P_L^2\,d\Omega=\frac{4\pi}{2L+1},\qquad \int \cos\theta\,P_LP_{L+1}\,d\Omega=\frac{4\pi(L+1)}{(2L+1)(2L+3)} .$$

The second follows from $(2L+1)\cos\theta\,P_L=(L+1)P_{L+1}+LP_{L-1}$, which also shows that $\cos\theta$ couples neighbouring $L$ only. Hence

$$\sigma_{tr}=\frac{4\pi}{k^2}\Big[\sum_L(2L+1)|a_L|^2-\sum_L2(L+1)\,\mathrm{Re}(a_L^*a_{L+1})\Big].$$

Since $2L+1=(L+1)+L$, the first sum equals $\sum_L(L+1)(|a_L|^2+|a_{L+1}|^2)$. The bracket is then $\sum_L(L+1)|a_L-a_{L+1}|^2$. From the definition of $a_L$, $|a_L-a_{L+1}|=|e^{2i\delta_L}-e^{2i\delta_{L+1}}|/2=|\sin(\delta_L-\delta_{L+1})|$, and so

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_L(L+1)\sin^2(\delta_L-\delta_{L+1}).$$

As a test, take an attractive Gaussian well $-0.5\,e^{-(r/2)^2}$ in Hartree atomic units, and $k=0.7054$ per bohr. The phase shifts give $\sigma_{tr}=14.754$ bohr². The momentum formula then gives a force of 7.3416 for unit density. The average of $\nabla V$ over the numerically computed scattering state gives 7.3416 as well.

## How the field shifts the electrons

In equilibrium, waves arrive equally from all sides and their pushes cancel. A net force needs an imbalance, which the field supplies.

Let $f_0$ be the equilibrium occupation and $\delta f$ its small change. The field changes each wavevector at the rate $-eE/\hbar$ along $z$. Scattering opposes it. A kind $s$ of scatterer, with density $n_s$, changes $\delta f$ at the rate

$$n_sv\int|A_s(\gamma)|^2\,[\delta f(\mathbf k')-\delta f(\mathbf k)]\,d\Omega',$$

where $\gamma$ is the angle between $\mathbf k$ and $\mathbf k'$. The field's drive is proportional to $\cos\theta$, where $\theta$ is now the angle between $\mathbf k$ and $z$, so try $\delta f\propto\cos\theta$. Averaged around the direction of $\mathbf k$, the part of $\mathbf k'$ perpendicular to $\mathbf k$ vanishes, and $\cos\theta'$ becomes $\cos\gamma\cos\theta$. The rate is then $-n_sv\sigma_s\,\delta f$, with $\sigma_s$ the transport cross-section of kind $s$. All kinds together give

$$\frac1\tau=\frac vl,\qquad \frac1l=\sum_sn_s\sigma_s .$$

Here $l$ is the transport mean free path. Lattice vibrations enter as one of the kinds, treated as elastic scatterers. In the steady state the two rates balance:

$$-\frac{eE}{\hbar}\frac{\partial f_0}{\partial k_z}=-\frac{\delta f}{\tau}
\quad\Rightarrow\quad
\delta f=-\delta k\,\frac{\partial f_0}{\partial k_z},\qquad \delta k=-\frac{eE\tau}{\hbar}.$$

To first order this is the Fermi sphere displaced by $\delta k$. The displacement is negative, toward the anode.

## The wind force

The force on the migrating atom is the sum of the single-wave pushes over the occupied states. One may worry that the exclusion principle blocks some final states. The blocking term contains the product $f(\mathbf k)f(\mathbf k')$ times the momentum change $\hbar(\mathbf k-\mathbf k')$. For elastic scattering with equal rates in both directions this is odd under exchange of the two states, so it sums to zero.

Let $n$ be the electron density, $k_F$ the Fermi wavenumber and $v_F$ the Fermi speed. At temperatures far below the Fermi temperature, $f_0$ drops sharply from 1 to 0 at $k_F$, so $\partial f_0/\partial k_z=-\cos\theta\,\delta(k-k_F)$. With two spins,

$$F_w=\frac{2}{(2\pi)^3}\int \delta k\cos\theta\,\delta(k-k_F)\;\hbar k\cos\theta\;v\,\sigma_{tr}(k)\,d^3k .$$

The radial integral sets $k=k_F$ and supplies $k_F^2$; the angular integral of $\cos^2\theta$ is $4\pi/3$. This gives

$$F_w=\frac{k_F^3}{3\pi^2}\,\hbar\,\delta k\,v_F\sigma_{tr}(k_F)=n\hbar\,\delta k\,v_F\sigma_{tr},$$

because $n=k_F^3/3\pi^2$. Only the cross-section at the Fermi surface matters, although all occupied electrons were included. Inserting $\delta k=-eEl/(\hbar v_F)$,

$$F_w=-eE\,n\,l\,\sigma_{tr},\qquad Z_w=-n\,l\,\sigma_{tr}.$$

The product $nl\sigma_{tr}$ is the number of electrons in a tube of length $l$ and cross-section $\sigma_{tr}$. The field pushes each electron with $-eE$, and the atom receives the push collected by all the electrons in the tube. A long mean free path makes this number large.

The mean free path can be replaced by the resistivity. With electron mass $m$, the shifted sphere has mean velocity $\hbar\,\delta k/m$, so

$$j=-ne\,\frac{\hbar\,\delta k}{m}=\frac{ne^2\tau}{m}E .$$

Since $\rho=E/j$, $\tau=l/v_F$ and $mv_F=\hbar k_F$,

$$\rho=\frac{\hbar k_F}{ne^2l},\qquad Z_w=-\frac{\hbar k_F\sigma_{tr}}{e^2\rho}.$$

The mass has dropped out at fixed $k_F$, $\sigma_{tr}$ and $\rho$.

These formulas were tested by solving the scattering equation on a grid of angles, without assuming $\delta f\propto\cos\theta$. The defects were the Gaussian wells above, with density $2\times10^{-4}$ per bohr³, in a background that alone gives a mean free path of 200 bohr. The force on a defect corresponds to $Z_w=-22.00$. The formula with $l$ and the formula with the computed resistivity both give the same value.

## Which force wins

The net force points to the anode if $nl\sigma_{tr}>Z_d$, or equivalently if

$$\rho<\rho^*=\frac{\hbar k_F\sigma_{tr}}{e^2Z_d}.$$

It helps to compare the forces at fixed current density. With $E=\rho j$,

$$F_w=-\frac{\hbar k_F\sigma_{tr}}{e}\,j,\qquad F_d=Z_de\rho j .$$

At given $j$, $k_F$ and $\sigma_{tr}$, the wind force does not depend on resistivity, while the direct force grows with it. A good metal carries its current with a weak field, which leaves the electrostatic pull small. If $Z_d$ is not zero, and $k_F$ and $\sigma_{tr}$ stay the same, the direct force wins once $\rho$ exceeds $\rho^*$, and the electrostatic prediction of the direction becomes right. If screening is complete, $Z_d=0$ and the wind always decides.

## Why the whole metal is not blown away

If every scatterer is pushed toward the anode, one might expect a net force on the line. Summing the wind over all scatterers in unit volume gives

$$\sum_sn_sF_s=-neE\,l\sum_sn_s\sigma_s=-neE,$$

by the definition of $l$. The metal is neutral, so the direct force on all the ions, taken as unscreened, is $+neE$ per volume. The two cancel.

With one conduction electron per atom, the average wind valence per atom is therefore $-1$, just enough to offset the direct force on a monovalent ion. An atom in mid-jump disturbs the periodic lattice and can scatter much more than the average share. It is then driven toward the anode although the lattice as a whole feels no net force.

## From force to drift

An atom jumps between sites a distance $a$ apart. Without a force it jumps each way at the rate $\Gamma$. A force $F$, averaged along the path, lowers the barrier in its own direction by $Fa/2$ and raises the opposite one by as much, if the saddle point lies midway and the force is symmetric about it. Otherwise the two changes are unequal but still add up to $Fa$, and the linear drift law below is unchanged. With thermal activation at temperature $T$, the drift velocity is

$$v_a=a\Gamma\left(e^{Fa/2k_BT}-e^{-Fa/2k_BT}\right)\approx\frac{a^2\Gamma F}{k_BT}.$$

Without the force, the mean square displacement grows as $2\Gamma a^2t$ for independent jumps. In one dimension it is $2Dt$, so $D=a^2\Gamma$ and

$$v_a=\frac{DF}{k_BT}.$$

The sign of the force sets the direction; the speed is proportional to both the diffusivity and the size of the force. Correlations between successive jumps, which occur when an atom moves by exchange with a vacancy, are left out.

## An interconnect line in numbers

Consider a line of a good monovalent metal in an accelerated life test, with rough, round parameters: $n=8\times10^{22}$ cm⁻³, $\rho=4$ µΩ cm, $j=1$ MA/cm² and $T=573$ K. The diffusivity is $D=10^{-12}$ cm²/s, an assumed effective value for atoms that move along fast paths such as grain boundaries or interfaces. Diffusion through the lattice of a metal like copper is slower by many orders of magnitude at this temperature. The cross-section, averaged over the migration path, is $\sigma_{tr}=0.005$ nm². It is an input, not a prediction, and about an eighth of that of the Gaussian well, which does not represent the migrating atom.

The field is

$$E=\rho j=(4\times10^{-6}\ \Omega\,\mathrm{cm})(10^6\ \mathrm{A/cm^2})=4\ \mathrm{V/cm}.$$

The density gives $k_F=(3\pi^2n)^{1/3}=13.33$ nm⁻¹, and the resistivity then gives $l=\hbar k_F/(ne^2\rho)=17.1$ nm. In nanometres, $n=80$ nm⁻³, so

$$Z_w=-(80)(17.1)(0.005)\approx-6.8 ,$$

or $-6.85$ with unrounded inputs. For the full direct valence $Z_d=+1$ the net valence is $-5.85$; for complete screening, $Z_d=0$, it is $-6.85$. The sign is the same at both ends.

A field of 4 V/cm pulls a unit charge with $4.00\times10^{-7}$ eV/nm toward the cathode. The wind pushes with $2.74\times10^{-6}$ eV/nm toward the anode, leaving $2.34\times10^{-6}$ eV/nm. With $k_BT=0.0494$ eV and $D=100$ nm²/s,

$$|v_a|=\frac{(100)(2.34\times10^{-6})}{0.0494}\ \mathrm{nm/s}=4.7\times10^{-3}\ \mathrm{nm/s}\approx17\ \mathrm{nm/h},$$

toward the anode. The direct force alone would give 2.9 nm/h toward the cathode. The electrostatic belief misses the speed by a factor of about six and gets the direction wrong.

The break-even cross-section is $1/(nl)=0.00073$ nm², which is also the average share per atom found above. The migrating atom scatters 6.8 times as much. Its cross-section can be related to a resistivity: one atomic percent of such defects has $1/l_d=0.01\,n\sigma_{tr}$ and adds $0.01\,\hbar k_F\sigma_{tr}/e^2=0.274$ µΩ cm. For this monovalent metal $Z_w=-100\times0.274/4=-6.85$, so in this model the added resistivity per defect measures the wind, provided it is averaged over the migration path like $\sigma_{tr}$. The value for a defect at rest can differ.

Now change the resistivity, holding $n$, $\sigma_{tr}$ and $Z_d=1$ fixed. The net valence is $-12.69$ at 2 µΩ cm, $-1.74$ at 10 µΩ cm and $+0.73$ at 100 µΩ cm. The sign changes at 27.4 µΩ cm. At 100 µΩ cm the mean free path is only about 0.7 nm, or three atomic spacings, so the picture of free travel between collisions is strained and that last value is a rough extrapolation.

## What the model leaves out

Several approximations are safe here. The product $k_Fl=228$ supports the picture of electrons travelling freely between collisions. The thermal energy is 0.7% of the Fermi energy. The electron drift speed, 0.78 m/s, is about $5\times10^{-7}$ of the Fermi speed, so the shift of the sphere is tiny. The work done on an atom per jump is about $10^{-5}k_BT$, which justifies the linear drift law.

Joule heating is also small in this geometry. A line 100 nm high produces heat $\rho j^2h$ per unit area, with $h$ its height. If all of it flows straight down through 1000 nm of oxide with conductivity 1 W/(m K), the line warms by 0.40 K.

Back-stress is not small in short lines. Atoms leaving the cathode end put it in tension, and atoms arriving at the anode end put it in compression. Moving an atom of volume $1/n$ to a place where the tension is higher by $\Delta s$ releases the energy $\Delta s/n$. Over a length $L$ this is a force $\Delta s/(nL)$ toward the cathode. It balances the net electromigration force when

$$L=\frac{\Delta s}{n|F|}.$$

For a sustained stress difference of 300 MPa, a rough value, $L=10$ µm. Under these conditions a shorter line with blocked ends can stop the drift; a much longer one cannot.

Set beside real interconnects, the current density, resistivity and temperature are of the size used in accelerated tests. Effective valences reported for good metals are often negative, with magnitudes from about one to some tens, so $-5.85$ is not unusual. The assumption that real lines break most clearly is that of one kind of site in a uniform metal: atoms often travel along grain boundaries and interfaces, where $\sigma_{tr}$ and $D$ differ. Halving $\sigma_{tr}$ changes the net valence to $-2.4$ and the drift to about 7 nm/h, still toward the anode. The drift is also proportional to $D$, which can vary by orders of magnitude with path and temperature, so 17 nm/h is no forecast for a particular line. The mean free path is 0.17 of the assumed 100 nm line width, so surface scattering matters, and the wind on an atom follows the local current density. The resistivity of the line itself then gives only the average of $Z_w$ over the cross-section: if surfaces raised it by 17%, that average would fall in magnitude to about 5.9. At a wall that scatters electrons diffusely, those leaving the wall carry no drift, so the local current is about half its value in the interior. At the same field and $\sigma_{tr}$, an atom moving along such a wall has $Z_w\approx-3.4$ and a net valence near $-2.4$, still toward the anode.

The free-electron Fermi surface is the deeper limitation. Anisotropy was not calculated; it would have to weaken the wind by a factor of 6.8 to reach break-even with $Z_d=1$. For metals with complicated or hole-like Fermi surfaces the derivation does not fix even the sign of the wind. There the direction of migration has to be calculated from the actual electron states or measured.

The numerical output below lists the main values used here.

## Numbers as computed

```
TESTS (atomic units)
Gaussian well: depth 0.5 Ha, width 2.0 bohr
wavenumber k = 0.7054 1/bohr
phase shifts l=0,1,2: 1.0221 0.4747 0.0775 rad
cross-section, phase shifts: 14.75416 bohr^2
cross-section, angle integral: 14.75416 bohr^2
force, potential gradient: 7.341600 (unit density)
force, momentum transfer: 7.341600 (unit density)
shifted sphere, numeric/formula: 1.000000
wind valence, Boltzmann: -21.99861
wind valence, from mean free path: -21.99861
wind valence, from resistivity: -21.99861
push on all scatterers / (n e E): -1.000000
hopping: mobility*kT / D = 0.999981
EXAMPLE INPUTS (rough)
electron density: 8.0e+22 1/cm^3
resistivity: 4.0 uohm cm
current density: 1.0 MA/cm^2
temperature: 573 K
transport cross-section: 0.0050 nm^2
diffusivity: 1.0e-12 cm^2/s
direct valence, upper end: +1.0
EXAMPLE RESULTS
field: 4.00 V/cm
Fermi wavenumber: 13.33 1/nm
mean free path: 17.1 nm
wind valence (net valence if direct is 0): -6.85
net valence, direct +1: -5.85
direct force: +4.00e-07 eV/nm
wind force: -2.74e-06 eV/nm
net force: -2.34e-06 eV/nm
atom drift, direct only: +2.92 nm/h
atom drift, net: -17.05 nm/h
break-even resistivity: 27.4 uohm cm
break-even cross-section: 0.00073 nm^2
resistivity per at.% of such defects: 0.274 uohm cm
net valence at 2 uohm cm: -12.69
net valence at 10 uohm cm: -1.74
net valence at 100 uohm cm: +0.73
NEGLECTED EFFECTS
wind may shrink by factor: 6.8
kF * mean free path: 228
kT / Fermi energy: 0.0073
electron drift speed: 0.78 m/s
electron drift / Fermi speed: 5.1e-07
work per hop / kT: 1.1e-05
line width, height: 100, 100 nm
mean free path / line width: 0.17
oxide: 1000 nm, 1.0 W/(m K)
Joule heating of line: 0.40 K
stress difference sustained: 300 MPa
length stopped by back-stress: 10.0 um
```
